# Cell-phase and atom-phase dynamical matrices, and the shift from q to q+G, part 1

(Sections cited here and not found follow in the second part.)

## One vibration, two sets of amplitudes

Take a chain of atoms along a line, with lattice constant $a$ and two atoms in each cell: atom 1 at $na$ and atom 2 at $na+\tau$, where $n$ is an integer. Push the whole chain to the right by the same small distance $u$. Nothing about this motion is complicated, and yet it can be written as a wave in more than one way.

One way is to attach a phase factor $e^{iqna}$ to each cell and to give each of the two atoms an amplitude. With $q=0$ the factor is 1, and the amplitudes are $(u,u)$. With $q=G=2\pi/a$ the factor is $e^{2\pi in}=1$ again, and the amplitudes are still $(u,u)$.

The other way is to attach to each atom the phase factor $e^{iqx}$ evaluated at its own rest position $x$. With $q=0$ the amplitudes are $(u,u)$, as before. With $q=G$ the factor is 1 at every atom 1, but it is $e^{iG(na+\tau)}=e^{iG\tau}$ at every atom 2. For both atoms to move by $u$, the amplitudes must now be

$$
(u,\;e^{-iG\tau}u).
$$

If atom 2 sits at one third of the cell, $G\tau=2\pi/3$, and the second amplitude carries a phase of $-120^\circ$. The motion has not changed. The plane wave $e^{iGx}$ has different values at the two atoms, and the amplitude has to undo the difference.

This example shows, in the simplest case, the relation between two definitions of the dynamical matrix. In the **cell-phase convention** the wave factor depends on the cell; in the **atom-phase convention** it depends on the position of the atom. The two sets of amplitudes differ by phases, one for each atom in the cell, and those phases also govern what happens when $q$ is replaced by $q+G$.

The next step is to let the chain vibrate. Let the masses be $M_1$ and $M_2$. A spring of stiffness $K_1$ joins atoms 1 and 2 of the same cell, and a spring of stiffness $K_2$ joins atom 2 of cell $n$ to atom 1 of cell $n+1$. The atoms move along the chain. Newton's equations are

$$
M_1\ddot u_1(n)=K_1[u_2(n)-u_1(n)]+K_2[u_2(n-1)-u_1(n)],
$$

$$
M_2\ddot u_2(n)=K_1[u_1(n)-u_2(n)]+K_2[u_1(n+1)-u_2(n)].
$$

In the cell-phase convention we try

$$
u_s(n,t)=\frac{c_s}{\sqrt{M_s}}\,e^{i(qna-\omega t)},\qquad s=1,2.
$$

The equations are linear with real coefficients, so the real part of a complex solution is also a solution, and it is the real part that describes the atoms. The factor $1/\sqrt{M_s}$ is there to make the final matrix hermitian. Two time derivatives give $-\omega^2$, and the neighbour in cell $n-1$ contributes $e^{-iqa}$. After the common factor $e^{i(qna-\omega t)}$ is cancelled, the first equation reads

$$
-\omega^2\sqrt{M_1}\,c_1=-(K_1+K_2)\frac{c_1}{\sqrt{M_1}}+(K_1+K_2e^{-iqa})\frac{c_2}{\sqrt{M_2}}.
$$

Division by $-\sqrt{M_1}$ puts it in the form $\omega^2c_1=C_{11}c_1+C_{12}c_2$. The second equation is treated in the same way, and the result is

$$
C_{11}=\frac{K_1+K_2}{M_1},\quad C_{22}=\frac{K_1+K_2}{M_2},\quad
C_{12}=-\frac{K_1+K_2e^{-iqa}}{\sqrt{M_1M_2}},\quad C_{21}=C_{12}^*.
$$

In the atom-phase convention the trial solution contains the rest positions $x_1(n)=na$ and $x_2(n)=na+\tau$:

$$
u_s(n,t)=\frac{d_s}{\sqrt{M_s}}\,e^{i(qx_s(n)-\omega t)}.
$$

Seen from atom 1, the neighbour in the same cell is at distance $\tau$ to the right, and the neighbour in the previous cell is at distance $a-\tau$ to the left. The phases in the equation for atom 1 are therefore $e^{iq\tau}$ and $e^{-iq(a-\tau)}$, and

$$
D_{12}=-\frac{K_1e^{iq\tau}+K_2e^{-iq(a-\tau)}}{\sqrt{M_1M_2}}=e^{iq\tau}C_{12},
\qquad D_{11}=C_{11},\quad D_{22}=C_{22}.
$$

The two matrices have the same diagonal and differ by a phase off the diagonal. Their characteristic equation contains the off-diagonal element through its squared modulus alone, so it is the same for both:

$$
(C_{11}-\omega^2)(C_{22}-\omega^2)-|C_{12}|^2=0.
$$

To solve it, note that $|K_1+K_2e^{-iqa}|^2=K_1^2+K_2^2+2K_1K_2\cos qa$. Subtracting this from $(K_1+K_2)^2$ leaves $2K_1K_2(1-\cos qa)=4K_1K_2\sin^2(qa/2)$. The quadratic equation for $\omega^2$ then gives

$$
\omega^2=h\pm\sqrt{h^2-\frac{4K_1K_2}{M_1M_2}\sin^2\frac{qa}{2}},\qquad
h=\frac{K_1+K_2}{2}\left(\frac1{M_1}+\frac1{M_2}\right).
$$

The position $\tau$ does not appear. With the springs fixed, the frequencies cannot know where in the cell we say that atom 2 rests; $D$ knows it, because we put it there.

Now choose round parameters: $a=6$ Å, $\tau=2$ Å, $M_1=20$ u, $M_2=45$ u, $K_1=50$ N/m, $K_2=30$ N/m, and $q=\tfrac14(2\pi/a)$. Then $qa=90^\circ$, $q\tau=30^\circ$ and $e^{-iqa}=-i$. The product of the masses has the square root $\sqrt{900}=30$ u. In units of N/(m u),

$$
C_{11}=\frac{80}{20}=4,\qquad C_{22}=\frac{80}{45}=1.7778,\qquad
C_{12}=-\frac{50-30i}{30}=-1.6667+1.0000\,i.
$$

The last number has modulus 1.9437 and phase $149.04^\circ$. Multiplication by $e^{iq\tau}$ adds $30^\circ$, so $D_{12}$ has the same modulus and phase $179.04^\circ$, which is $-1.9434+0.0327\,i$.

For the frequencies, $h=(4+1.7778)/2=2.8889$, and the term subtracted under the root is $4\cdot50\cdot30\cdot\tfrac12/900=3.3333$. The root is 2.2388, so the two values of $\omega^2$ are 0.6501 and 5.1277 N/(m u). To obtain the frequency $\omega/2\pi$, the atomic mass unit is expressed in kilograms. The acoustic mode lies at 3.149 THz (105.0 cm$^{-1}$) and the optical mode at 8.844 THz (295.0 cm$^{-1}$).

The eigenvectors follow from the first row, $(C_{11}-\omega^2)c_1+C_{12}c_2=0$. For the acoustic mode,

$$
\frac{c_2}{c_1}=-\frac{4-0.6501}{C_{12}}=\frac{3.3499}{1.9437}\,e^{i(180^\circ-149.04^\circ)}=1.7235\,e^{i30.96^\circ}.
$$

Normalized to unit length, with the first component real and positive, this is $c=(0.5019,\;0.8650\,e^{i30.96^\circ})$. The same calculation with $D_{12}$ in place of $C_{12}$ gives $d=(0.5019,\;0.8650\,e^{i0.96^\circ})$. The moduli agree, and the phases of the second components differ by $q\tau=30^\circ$.

The general case needs nothing new except more indices. Let the crystal have lattice vectors $\mathbf R$ and atoms $s$ with rest positions $\mathbf R+\boldsymbol\tau_s$ and masses $M_s$. The displacement $\mathbf u_s(\mathbf R)$ is a column of three Cartesian components. To second order in the displacements, about a configuration in which all forces vanish, the energy is

$$
E=E_0+\frac12\sum_{\mathbf R s}\sum_{\mathbf R's'}\mathbf u_s(\mathbf R)^{\mathsf T}\,\Phi_{ss'}(\mathbf R'-\mathbf R)\,\mathbf u_{s'}(\mathbf R').
$$

Here $\Phi_{ss'}(\mathbf L)$ is the real $3\times3$ block of second derivatives of the energy with respect to the displacement of atom $s$ in one cell and of atom $s'$ in the cell displaced from it by $\mathbf L$. It depends on the difference of the cells because the crystal is periodic. The order of differentiation does not matter, so

$$
\Phi_{ss'}(\mathbf L)=\Phi_{s's}(-\mathbf L)^{\mathsf T}.
$$

We assume for now that the blocks fall off fast enough for their lattice sums to converge absolutely. The long-range Coulomb forces of polar insulators violate this assumption and are taken up in the second half.

The force is minus the derivative of the energy. Each displacement occurs in both places of the double sum, and by the symmetry just stated the two contributions are equal, which cancels the factor $\tfrac12$:

$$
M_s\ddot{\mathbf u}_s(\mathbf R)=-\sum_{\mathbf R's'}\Phi_{ss'}(\mathbf R'-\mathbf R)\,\mathbf u_{s'}(\mathbf R').
$$

Insert the cell-phase wave $\mathbf u_s(\mathbf R,t)=M_s^{-1/2}\mathbf c_s\,e^{i(\mathbf q\cdot\mathbf R-\omega t)}$, write $\mathbf R'=\mathbf R+\mathbf L$, and cancel $e^{i(\mathbf q\cdot\mathbf R-\omega t)}$:

$$
\omega^2\sqrt{M_s}\,\mathbf c_s=\sum_{s'}\sum_{\mathbf L}\Phi_{ss'}(\mathbf L)\,e^{i\mathbf q\cdot\mathbf L}\frac{\mathbf c_{s'}}{\sqrt{M_{s'}}}.
$$

Division by $\sqrt{M_s}$ gives the eigenvalue problem $C(\mathbf q)c=\omega^2c$ with

$$
C_{ss'}(\mathbf q)=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{ss'}(\mathbf L)\,e^{i\mathbf q\cdot\mathbf L}.
$$

The letter $c$ without index denotes the column of all $\mathbf c_s$. Now insert the atom-phase wave $\mathbf u_s(\mathbf R,t)=M_s^{-1/2}\mathbf d_s\,e^{i(\mathbf q\cdot(\mathbf R+\boldsymbol\tau_s)-\omega t)}$. The atom on the right-hand side has the phase of its position $\mathbf R+\mathbf L+\boldsymbol\tau_{s'}$, and the factor cancelled from the left is that of $\mathbf R+\boldsymbol\tau_s$. What remains is the phase of the vector from one atom to the other:

$$
D_{ss'}(\mathbf q)=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{ss'}(\mathbf L)\,e^{i\mathbf q\cdot(\mathbf L+\boldsymbol\tau_{s'}-\boldsymbol\tau_s)},\qquad D(\mathbf q)d=\omega^2d.
$$

The factor $e^{i\mathbf q\cdot(\boldsymbol\tau_{s'}-\boldsymbol\tau_s)}$ does not depend on $\mathbf L$ and can be taken out of the sum:

$$
D_{ss'}(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau_s}\,C_{ss'}(\mathbf q)\,e^{i\mathbf q\cdot\boldsymbol\tau_{s'}}.
$$

Let $T(\mathbf q)$ be the diagonal matrix that has $e^{i\mathbf q\cdot\boldsymbol\tau_s}$ in the three places belonging to atom $s$. Multiplication by a diagonal matrix from the right multiplies columns, and from the left it multiplies rows, so the last equation is

$$
\boxed{D(\mathbf q)=T(\mathbf q)^\dagger\,C(\mathbf q)\,T(\mathbf q).}
$$

Each diagonal element of $T$ has modulus 1. Hence $T^\dagger T=1$, and $T$ is unitary. The relation between the eigenvectors can be read from the displacements. If both waves describe the same motion, then in the cell $\mathbf R=0$

$$
\mathbf c_s=e^{i\mathbf q\cdot\boldsymbol\tau_s}\,\mathbf d_s,\qquad\text{that is,}\qquad c=T(\mathbf q)\,d.
$$

The algebra agrees: if $Dd=\omega^2d$, then $CTd=T(T^\dagger CT)d=TDd=\omega^2Td$. The frequencies are equal, and lengths and scalar products of eigenvectors carry over, since $(Td)^\dagger(Td')=d^\dagger d'$.

Both matrices are hermitian. For $C$, the symmetry of the force constants gives

$$
C_{s's}(\mathbf q)^\dagger=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{s's}(\mathbf L)^{\mathsf T}e^{-i\mathbf q\cdot\mathbf L}
=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{ss'}(-\mathbf L)e^{-i\mathbf q\cdot\mathbf L}=C_{ss'}(\mathbf q),
$$

where the last step renames $-\mathbf L$ as $\mathbf L$. For $D$ it then follows from $(T^\dagger CT)^\dagger=T^\dagger C^\dagger T$.

The signs depend on two choices: the wave contains $e^{+i\mathbf q\cdot\mathbf R}$, and $\mathbf L$ points from the cell of the first index to the cell of the second. Reversing the sign in the wave replaces $\mathbf q$ by $-\mathbf q$ throughout, and $T$ becomes its complex conjugate.

In density functional perturbation theory the force constants need not be computed one by one. The electronic response to a wave of displacements at a given $\mathbf q$ is calculated directly, and the second derivative of the energy is taken with respect to the amplitudes of the wave. The phase convention enters there as the definition of the amplitude. To see it, consider a crystal of $N$ cells with periodic boundary conditions and the real displacement

$$
\mathbf u_s(\mathbf R)=\frac1{\sqrt{M_s}}\left(\mathbf c_s\,e^{i\mathbf q\cdot\mathbf R}+\mathbf c_s^*\,e^{-i\mathbf q\cdot\mathbf R}\right).
$$

Insert it into the energy with $\mathbf R'=\mathbf R+\mathbf L$. The products with $e^{\pm2i\mathbf q\cdot\mathbf R}$ sum to zero over the cells, provided that $2\mathbf q$ is not a reciprocal lattice vector. The two remaining products are $\tfrac12N\,c^\dagger Cc$ and its complex conjugate. Since $C$ is hermitian, both are real and equal, and

$$
\frac{E-E_0}{N}=c^\dagger C(\mathbf q)\,c=d^\dagger T^\dagger C\,T\,d=d^\dagger D(\mathbf q)\,d.
$$

With an amplitude and its complex conjugate treated as independent variables, $C$ is the matrix of second derivatives of the energy per cell with respect to $c^*$ and $c$, and $D$ is the same with respect to $d^*$ and $d$. The chain rule gives

$$
\frac{\partial}{\partial\mathbf d_s}=e^{i\mathbf q\cdot\boldsymbol\tau_s}\frac{\partial}{\partial\mathbf c_s}.
$$

Thus the first-order change of the potential caused by moving atom $s$, and with it the first-order density, differs between the conventions by one constant phase. A linear response calculation done in one convention can be converted to the other afterwards, by multiplication with known numbers.

The cell-phase and atom-phase matrices are related by the unitary matrix $T(\mathbf q)$, so they give the same frequencies, and their eigenvectors differ only by one known phase for each atom. It remains to see what happens to each matrix and its eigenvectors when $\mathbf q$ is replaced by $\mathbf q+\mathbf G$, and to take up the long-range Coulomb forces of polar insulators.
